# Why the Point-Charge Image Correction Is Too Large for Extended Defect States: a program that tests the result

```python
"""Image energy of an exponentially decaying charge in a cubic supercell.

Density: rho(r) = q exp(-r/a) / (8 pi a^3); cell side L; x = a/L.
Gaussian units, uniform dielectric constant eps, neutralizing background,
zero average potential. Result under test:
  E_im = E_isolated - E_supercell = q^2/(2 eps L) * A(x),
  A(x) = 5/(16x) - (1/pi) sum_{n != 0} 1/[n^2 (1 + 4 pi^2 x^2 n^2)^4],
which falls strictly from the point-charge constant alpha to zero.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, dblquad
from scipy.optimize import brentq
from scipy.special import erf, erfc

pi = np.pi

# Shells of the simple cubic lattice: squared radii and multiplicities.
NMAX = 40
line = np.arange(-NMAX, NMAX + 1)**2
all_n2 = line[:, None, None] + line[None, :, None] + line[None, None, :]
counts = np.bincount(all_n2.ravel())[:NMAX**2 + 1]
shell_n2 = np.nonzero(counts)[0][1:]
shell_mult = counts[shell_n2]
shell_n = np.sqrt(shell_n2)


def A_reciprocal(x):
    terms = shell_mult / (shell_n2 * (1 + 4*pi**2*x**2*shell_n2)**4)
    return 5/(16*x) - terms.sum()/pi


def penetration(s):
    """R*w(R): deviation of the cloud-cloud interaction from 1/R, s = R/a."""
    return np.exp(-s) * (1 + 11*s/16 + 3*s**2/16 + s**3/48)


def image_potential(r):
    """Potential of unit point images plus background, own 1/r removed, L=1."""
    r = np.asarray(r, float)
    eta = np.sqrt(pi)
    m = np.arange(-5, 6)
    n = np.array(np.meshgrid(m, m, m)).reshape(3, -1).T
    n = n[np.any(n != 0, axis=1)]
    dist = np.linalg.norm(r - n, axis=1)
    n2 = (n**2).sum(axis=1)
    real = (erfc(eta*dist)/dist).sum()
    recip = (np.exp(-pi*n2)*np.cos(2*pi*(n @ r))/(pi*n2)).sum()
    d = np.linalg.norm(r)
    own = -2*eta/np.sqrt(pi) if d == 0 else -erf(eta*d)/d
    return real + recip + own - pi/eta**2


alpha = -image_potential([0, 0, 0])


def A_real(x):
    overlap = (shell_mult*penetration(shell_n/x)/shell_n).sum()
    return alpha - 16*pi*x**2 + overlap


# Cloud potential (q = a = 1) from Gauss's law by quadrature.
def cloud_potential(r):
    return (1 - (1 + r/2)*np.exp(-r))/r


for r in (0.3, 1.0, 4.0):
    inner = quad(lambda u: u**2*np.exp(-u)/2, 0, r)[0]/r
    outer = quad(lambda u: u*np.exp(-u)/2, r, np.inf)[0]
    assert abs(inner + outer - cloud_potential(r)) < 1e-9

# Self-interaction and interaction of two displaced clouds by quadrature.
v_zero = quad(lambda r: r**2*np.exp(-r)/2*cloud_potential(r), 0, 60)[0]
assert abs(v_zero - 5/16) < 1e-8
for R in (1.5, 5.0):
    def integrand(mu, r, R=R):
        d = np.sqrt(abs(r*r + R*R + 2*r*R*mu) + 1e-14)
        return r*r*np.exp(-r)/4*cloud_potential(d)
    v_num = dblquad(integrand, 0, 50, -1, 1, epsabs=1e-8, epsrel=1e-8)[0]
    assert abs(v_num - (1 - penetration(R))/R) < 1e-6

# Mean square radius and mean square separation of two charge elements.
mean_r2 = quad(lambda r: r**4*np.exp(-r)/2, 0, 80)[0]
assert abs(mean_r2 - 12) < 1e-7


# Supercell energy from the definition: sum image densities on a grid, then
# solve Poisson's equation. Residual error is aliasing of the density cusp.
def supercell_from_density(x, reach, N=48):
    t = (np.arange(N)/N + 0.5) % 1 - 0.5
    rho = np.zeros((N, N, N))
    for i in range(-reach, reach + 1):
        for j in range(-reach, reach + 1):
            for k in range(-reach, reach + 1):
                d2 = ((t - i)**2)[:, None, None] \
                    + ((t - j)**2)[None, :, None] \
                    + ((t - k)**2)[None, None, :]
                rho += np.exp(-np.sqrt(d2)/x)
    coef = np.fft.fftn(rho/(8*pi*x**3))/N**3
    g = 2*pi*np.fft.fftfreq(N, 1/N)
    G2 = g[:, None, None]**2 + g[None, :, None]**2 + g[None, None, :]**2
    G2[0, 0, 0] = np.inf
    return 4*pi*(abs(coef)**2/G2).sum(), coef[1, 0, 0].real


def ripple(x):
    return 1/(1 + 4*pi**2*x**2)**2


grid_results = []
for x, reach in ((0.1, 3), (0.2, 5)):
    U, first_coef = supercell_from_density(x, reach)
    A_grid = v_zero/x - U
    grid_results.append((x, A_grid))
    assert abs(A_grid - A_reciprocal(x)) < 2e-4
    assert abs(first_coef - ripple(x)) < 2e-4

# Reciprocal-space and real-space forms agree, compact to extended.
for x in (0.05, 0.1, 0.2, 0.4, 0.7, 1.0):
    assert abs(A_reciprocal(x) - A_real(x)) < 1e-6

# Background parabola, the same along two cubic directions.
for direction in ([1, 0, 0], [1, 1, 1]):
    u = 0.03*np.array(direction)/np.linalg.norm(direction)
    rise = image_potential(u) + alpha
    assert abs(rise/(2*pi*0.03**2/3) - 1) < 0.01


# Strict decrease: positive bracket and the integral for the derivative.
def theta(s):
    return 1 + 2*np.exp(-pi*s*np.arange(1, 201)**2).sum()


def bracket(s):
    return 1 + s**-1.5 - theta(s)**3


assert all(bracket(s) > 0 for s in np.logspace(-2, 2, 401))
for x in (0.1, 0.2, 0.5):
    integral = quad(lambda t: t**4*np.exp(-t)*bracket(4*pi*x*x*t),
                    1e-3, 80, limit=200)[0]
    slope = (A_reciprocal(x + 1e-4) - A_reciprocal(x - 1e-4))/2e-4
    assert abs(-4*pi*x/3*integral/slope - 1) < 1e-4
scan = np.array([A_real(x) for x in np.linspace(0.02, 1.0, 99)])
assert np.all(np.diff(scan) < 0) and scan[0] < alpha and scan[-1] > 0

# Uniform limit, from the form that does not contain 5/(16x).
assert abs(A_real(1.0)/(5/16) - 1) < 1e-5

# Worked example with round model parameters.
e2 = constants.e/(4*pi*constants.epsilon_0)*1e10   # e^2 in eV angstrom
eps, L = 10.0, 10.0
unit = 1000*e2/(2*eps*L)                           # meV
print("Model: q = e, eps = %.0f, L = %.0f angstrom" % (eps, L))
print("e^2 = %.4f eV angstrom" % e2)
print("alpha (simple cubic) = %.6f" % alpha)
print("e^2/(2 eps L) = %.3f meV" % unit)
print("point-charge term = %.2f meV" % (alpha*unit))
print("theta(1) = %.6f, theta(1)^3 - 1 = %.4f"
      % (theta(1.0), theta(1.0)**3 - 1))
for x, A_grid in grid_results:
    print("x = %.1f: A from grid density %.4f, from formula %.4f"
          % (x, A_grid, A_reciprocal(x)))
a_values = (0.5, 1.0, 2.0, 3.0, 5.0, 10.0)
print("a (angstrom), a/L, rms radius (angstrom), ripple f(2pi/L), A, A/alpha")
for a in a_values:
    x = a/L
    print("%5.1f %5.2f %6.2f %.3e %.4f %.4f"
          % (a, x, a*np.sqrt(mean_r2), ripple(x), A_real(x),
             A_real(x)/alpha))
print("a (angstrom); energies in meV: isolated, supercell, exact correction,")
print("  overshoot of point term, two-term estimate")
for a in a_values:
    x = a/L
    isolated = 5/(16*x)*unit
    exact = A_real(x)*unit
    print("%5.1f %8.2f %8.2f %8.2f %8.2f %9.2f"
          % (a, isolated, isolated - exact, exact, alpha*unit - exact,
             (alpha - 16*pi*x**2)*unit))
print("Fixed a = 2 angstrom: L (angstrom), point term, exact, overshoot (meV),")
print("  overshoot / exact correction")
overshoots = []
for side in (10.0, 20.0, 40.0, 80.0):
    scale = 1000*e2/(2*eps*side)
    exact = A_real(2.0/side)*scale
    overshoots.append(alpha*scale - exact)
    print("%5.0f %8.3f %8.3f %8.4f %.4f"
          % (side, alpha*scale, exact, overshoots[-1], overshoots[-1]/exact))
last_ratio = overshoots[-2]/overshoots[-1]
assert abs(last_ratio - 8) < 0.01
print("overshoot ratio, L = 40 to 80 angstrom: %.4f" % last_ratio)
x_half = brentq(lambda x: A_real(x) - alpha/2, 0.05, 1.0)
print("a/L where exact correction is half the point term: %.4f" % x_half)
x_sign = np.sqrt(alpha/(16*pi))
print("a/L where two-term estimate changes sign: %.4f" % x_sign)
print("exact A at that a/L: %.4f" % A_real(x_sign))
print("tests ok")
```

Running it gives:

```
Model: q = e, eps = 10, L = 10 angstrom
e^2 = 14.3996 eV angstrom
alpha (simple cubic) = 2.837297
e^2/(2 eps L) = 71.998 meV
point-charge term = 204.28 meV
theta(1) = 1.086435, theta(1)^3 - 1 = 0.2824
x = 0.1: A from grid density 2.3482, from formula 2.3483
x = 0.2: A from grid density 1.5116, from formula 1.5116
a (angstrom), a/L, rms radius (angstrom), ripple f(2pi/L), A, A/alpha
  0.5  0.05   1.73 8.284e-01 2.7116 0.9557
  1.0  0.10   3.46 5.140e-01 2.3483 0.8276
  2.0  0.20   6.93 1.503e-01 1.5116 0.5328
  3.0  0.30  10.39 4.824e-02 1.0367 0.3654
  5.0  0.50  17.32 8.464e-03 0.6249 0.2202
 10.0  1.00  34.64 6.103e-04 0.3125 0.1101
a (angstrom); energies in meV: isolated, supercell, exact correction,
  overshoot of point term, two-term estimate
  0.5   449.99   254.76   195.23     9.05    195.23
  1.0   224.99    55.92   169.07    35.21    168.09
  2.0   112.50     3.67   108.83    95.45     59.52
  3.0    75.00     0.36    74.64   129.64   -121.43
  5.0    45.00     0.01    44.99   159.29   -700.48
 10.0    22.50     0.00    22.50   181.78  -3414.75
Fixed a = 2 angstrom: L (angstrom), point term, exact, overshoot (meV),
  overshoot / exact correction
   10  204.280  108.832  95.4488 0.8770
   20  102.140   84.535  17.6052 0.2083
   40   51.070   48.808   2.2618 0.0463
   80   25.535   25.252   0.2827 0.0112
overshoot ratio, L = 40 to 80 angstrom: 7.9998
a/L where exact correction is half the point term: 0.2150
a/L where two-term estimate changes sign: 0.2376
exact A at that a/L: 1.2952
tests ok
```
